# Solving the GW Dyson Equations by Diagonalizing Sums over Poles

## Ten removal energies from two occupied orbitals

A chain of four sites holding four electrons has two occupied Hartree–Fock orbitals. A one-shot GW calculation on it gives ten removal energies. Two carry weights 0.967 and 0.984 per spin; the other eight share 0.049. Counting both spins, the weights add up to 4.00003 electrons.

Whether a program can list all these poles depends on how it treats frequency. Programs may offer a frequency grid, an analytic continuation, or a sum over poles. With the last choice, Dyson's equation becomes a matrix eigenvalue problem, and the complete list of poles is its output. This guide derives that procedure and what it implies for the user.

The model has hopping $-0.1$ hartree, spacing 2.5 bohr and interaction $v_{ij}=1/\sqrt{r_{ij}^2+a^2}$ with $a=2.5$ bohr. Each site carries a unit positive core, and the first site is raised by 0.2 hartree to remove symmetry. Hartree atomic units are used. The restricted Hartree–Fock matrix $F$ has real orthonormal orbitals $\phi_n$ and energies $-0.4666$, $-0.3197$, $0.0775$ and $0.1722$. The midgap energy is $\mu=-0.1211$.

Since $F$ already contains the Hartree and exchange terms, only the correlation self-energy $\Sigma_c$ is added. For a Kohn–Sham start, the static matrix must instead be the Kohn–Sham matrix with its exchange–correlation potential removed and the exchange self-energy inserted.

## Dyson's equation as an eigenvalue problem

Let the dynamic self-energy be

$$\Sigma(z)=\sum_p\frac{\Gamma_p}{z-\sigma_p}=L(z-S)^{-1}R .$$

Each matrix residue is factored as $\Gamma_p=L_pR_p$, with inner dimension equal to its rank $r_p$. The factors are collected in $L$ and $R$, and the diagonal matrix $S$ contains $\sigma_p$ repeated $r_p$ times. A smaller inner dimension is impossible, because the rank of a product cannot exceed it.

Define

$$H=\begin{pmatrix}F&L\\R&S\end{pmatrix},\qquad
(z-H)\begin{pmatrix}G\\B\end{pmatrix}=\begin{pmatrix}1\\0\end{pmatrix}.$$

The two rows read

$$(z-F)G-LB=1,\qquad -RG+(z-S)B=0 .$$

For $z$ away from the poles, the second gives $B=(z-S)^{-1}RG$. Substitution in the first gives

$$[\,z-F-L(z-S)^{-1}R\,]\,G=1 ,$$

which is Dyson's equation. Thus $G$ is the upper-left block of $(z-H)^{-1}$. The auxiliary levels in $S$ store the frequency dependence as extra dimensions.

If $H=X\Lambda X^{-1}$ is diagonalizable, then

$$G(z)=\sum_s\frac{x_s y_s}{z-\lambda_s},$$

where $x_s$ is the upper part of column $s$ of $X$, and $y_s$ is the left part of row $s$ of $X^{-1}$. For Hermitian $H$, $y_s=x_s^\dagger$, and the weight $|x_s|^2$ lies between 0 and 1.

Expanding $(z-H)^{-1}=\sum_k H^k/z^{k+1}$ at large $z$ and taking the upper-left block gives the first three moments of $G$:

$$1,\qquad F,\qquad F^2+LR=F^2+\sum_p\Gamma_p .$$

They are a useful check on any scheme that later merges poles. In the example they agree with contour integrals of the directly inverted $G$.

## The same elimination for W

The polarizability must first be a sum over poles. With the spin factor 2, the convolution of two mean-field Green's functions on the imaginary axis is

$$P_{ij}(i\nu)=2\int\frac{d\nu'}{2\pi}\,G^0_{ij}(\mu+i\nu'+i\nu)\,G^0_{ji}(\mu+i\nu').$$

For orbitals $m,n$, with $a=\varepsilon_m-\mu$ and $b=\varepsilon_n-\mu$, the integral needed is

$$J=\int\frac{d\nu'}{2\pi}\frac{1}{(i\nu'+i\nu-a)(i\nu'-b)} .$$

Put $q=i\nu'$, so that $d\nu'=dq/i$, and close the contour to the left, which encircles poles counterclockwise. If $a$ and $b$ have the same sign, both poles lie on one side, and closing on the other gives zero. If $a>0>b$, the pole at $q=b$ gives $J=1/(b+i\nu-a)=-1/(\Omega-i\nu)$, with $\Omega=a-b$. If $a<0<b$, the pole at $q=a-i\nu$ gives $J=-1/(\Omega+i\nu)$, with $\Omega=b-a$. Each occupied–empty pair occurs in both orders, and the sum is

$$-\frac1{\Omega-i\nu}-\frac1{\Omega+i\nu}=-\frac{2\Omega}{\Omega^2+\nu^2}.$$

Multiplying by 2 for spin and setting $z=i\nu$, so that $\nu^2=-z^2$, gives

$$P(z)=U(z^2-D)^{-1}U^T,\quad D=\mathrm{diag}(\Omega^2),\quad
U_{j,ia}=\sqrt{4\Omega_{ia}}\,\phi_i(j)\phi_a(j).$$

Here $i$ is occupied, $a$ is empty and $j$ is a site.

Dyson's equation $W=v+vPW$ means $(1-vP)W=v$, hence $W^{-1}=v^{-1}-P$. The augmented equations are now

$$v^{-1}W-UB=1,\qquad -U^TW+(z^2-D)B=0 .$$

Eliminating $B$ would return $W^{-1}=v^{-1}-P$. Eliminating $W$ is more useful. The first equation gives $W=v+vUB$, and the second becomes

$$(z^2-D-U^TvU)B=U^Tv .$$

With $M=D+U^TvU$, $My_s=Z_s^2y_s$ and $w_s=vUy_s$,

$$W(z)=v+\sum_s\frac{w_sw_s^T}{z^2-Z_s^2}.$$

The upper block of the augmented problem contains no frequency. It therefore produces infinite eigenvalues, which represent the instantaneous part $v$. The finite ones are the $Z_s^2$.

If $v$ is positive definite and there is a gap, $U^TvU$ is positive semidefinite. Each ordered $Z_s$ is then at least as large as the corresponding ordered $\Omega$. In the example, bare transitions at 0.397, 0.492, 0.544 and 0.639 hartree become screened excitations at 0.462, 0.519, 0.616 and 0.671 hartree. If a program reports an imaginary $Z_s$ for a gapped real-orbital calculation of this type, one of these assumptions has been broken.

## From W to the self-energy poles

Let $W_c=W-v$. On the imaginary axis,

$$\Sigma_c(\mu+i\nu)_{ij}=-\int\frac{d\nu'}{2\pi}\,G^0_{ij}(\mu+i\nu+i\nu')\,W_{c,ij}(i\nu').$$

Since $W_c(i\nu')=-\sum_s w_sw_s^T/(\nu'^2+Z_s^2)$, the two minus signs cancel. For one orbital with $a=\varepsilon_n-\mu$ and one excitation $Z$ we need

$$I=\int\frac{d\nu'}{2\pi}\frac1{i\nu+i\nu'-a}\,\frac1{\nu'^2+Z^2}.$$

For an empty orbital, $a>0$, the pole of the first factor is at $\nu'=-\nu-ia$, in the lower half-plane. Closing above leaves the pole at $\nu'=iZ$:

$$I=i\,\frac1{2iZ}\,\frac1{i\nu-Z-a}=\frac1{2Z}\,\frac1{i\nu-a-Z}.$$

For an occupied orbital the first pole is in the upper half-plane. Closing below, clockwise, leaves $\nu'=-iZ$:

$$I=-i\,\frac1{-2iZ}\,\frac1{i\nu+Z-a}=\frac1{2Z}\,\frac1{i\nu-a+Z}.$$

With $z=\mu+i\nu$, the self-energy is

$$\Sigma_c(z)=\sum_{ns}\frac{\ell_{ns}\ell_{ns}^T}{z-\varepsilon_n\mp Z_s},\qquad
\ell_{ns}(j)=\frac{\phi_n(j)w_s(j)}{\sqrt{2Z_s}},$$

with the upper sign for empty orbitals. Every residue has rank one and costs one auxiliary level. In the GW picture, a removal pole at $\varepsilon_i-Z_s$ describes a hole accompanied by a screened excitation.

Four orbitals and four excitations give 16 poles, so $H$ is $20\times20$. The highest pole below $\mu$ is at $-0.3197-0.4616=-0.7813$ hartree. Quadratures at three imaginary frequencies confirm $P$ and $\Sigma_c$ to rounding error, and direct inversion slightly above the real axis confirms $W$ and $G$.

## Reading the pole list

**The count.** For real symmetric $H$, block elimination is a congruence and preserves the numbers of positive and negative eigenvalues. It turns $H-\mu$ into the two blocks $S-\mu$ and

$$F-\mu-L(S-\mu)^{-1}L^T=F+\Sigma_c(\mu)-\mu .$$

The first has $2\times4=8$ negative eigenvalues. The second has two here, as in Hartree–Fock. This accounts for the ten removal poles.

**The quasiparticles.** The lower part of a normalized eigenvector is $b=(\lambda-S)^{-1}L^Tx$. Inserting this in $|x|^2+|b|^2=1$ gives

$$|x|^2=\frac1{1-\hat x^T\Sigma_c'(\lambda)\hat x},\qquad
\Sigma_c'(\lambda)=-L(\lambda-S)^{-2}L^T,$$

where $\hat x=x/|x|$. This is the usual quasiparticle weight, obtained without numerical differentiation or linearization. For the highest removal pole, at $-0.3189$ hartree, the weight 0.984 implies a slope of $1-1/0.984\approx-0.016$.

**The satellites.** $S$ is a principal submatrix of $H$, so eigenvalue interlacing puts the $k$-th lowest pole of $G$ at or below the $k$-th lowest pole of $\Sigma_c$. In the example all eight removal satellites lie strictly below the corresponding self-energy poles: they are pushed down. The strongest satellite is at $-0.7902$ hartree, 0.0089 below its self-energy pole, with weight 0.0205.

Shift and weight are related. If $l_n$ is the coupling of this auxiliary level to orbital $n$ and $\Delta_n$ their separation, then to leading order the shift is $\sum_n l_n^2/|\Delta_n|$ and the weight is $\sum_n l_n^2/\Delta_n^2$. At this order their ratio is a weighted mean separation. For the strongest satellite these formulas give a shift of 0.0095 hartree, a weight of 0.024 and a ratio of 0.39 hartree, so the weight is overestimated by about a fifth. The computed shift and weight, which include higher orders, give $0.0089/0.0205\approx0.43$ hartree, between the smallest separation, $0.7813-0.4666=0.3147$, and the largest, $0.7813+0.1722=0.9535$. The weight of a satellite thus depends on both its coupling to the orbitals and its separation from them. The leading-order estimate can fail when self-energy poles lie close together. A bare list of $\Sigma_c$ poles should not be read as a spectrum.

## Why the electron number is nearly four

The total weight of all poles is fixed by the zeroth moment, but its division between removal and addition is not. One-shot GW need not conserve the electron number. The small deviation, $3\times10^{-5}$ electrons, has a reason.

For a pole at $\lambda$, the principal-value integral $\int d\nu/(2\pi)\,(\mu+i\nu-\lambda)^{-1}$ equals $+\tfrac12$ below $\mu$ and $-\tfrac12$ above. For $N$ sites,

$$N_e=2\left[\frac N2+\int\frac{d\nu}{2\pi}\,\mathrm{Tr}\,G(\mu+i\nu)\right].$$

To first order in $\Sigma_c$, $\delta G=G^0\Sigma_cG^0$. Under the trace this becomes $\Sigma_c(G^0)^2$. Since $(G^0)^2=-dG^0/dz$ and $d/dz=-i\,d/d\nu$, we have $(G^0)^2=i\,dG^0/d\nu$. Write $g_{ij}(\nu)=G^0_{ij}(\mu+i\nu)$, which is symmetric in $i,j$. Then

$$\delta N_e=-2i\sum_{ij}\iint\frac{d\nu\,d\nu'}{(2\pi)^2}\,W_{c,ij}(i\nu')\,g_{ij}(\nu+\nu')\,\frac{dg_{ij}(\nu)}{d\nu}.$$

Now change both variables at once. The substitution $(\nu,\nu')\to(\nu+\nu',-\nu')$ has unit Jacobian magnitude, leaves the even function $W_c$ unchanged, and exchanges the arguments of the two $g$ factors. Averaging the two forms gives half of

$$\frac{d}{d\nu}\,[\,g_{ij}(\nu+\nu')\,g_{ij}(\nu)\,],$$

whose integral vanishes because $g\to0$ at both ends. The number error therefore starts at second order in $\Sigma_c$, provided that no pole crosses $\mu$. A good electron number is consequently a weak test of the quality of a one-shot calculation.

## Broadening, fitted poles and causality

So far the poles were real, with infinitesimal displacements set by time ordering. Programs may also use complex poles, either as a broadening or from a fit. Consider a retarded self-energy with $\mathrm{Im}\,\sigma_p\le0$ and positive semidefinite residues, so that $R=L^\dagger$ can be chosen. For an eigenvector $(x,b)$ of $H$, the anti-Hermitian part of $H$ contains $S$ alone, and taking the expectation value gives

$$\mathrm{Im}\,\lambda=\frac{\sum_p\mathrm{Im}\,\sigma_p\,|b_p|^2}{|x|^2+|b|^2}\le0 .$$

Here $b_p$ is the part of $b$ belonging to pole $p$. No pole of $G$ enters the upper half-plane. For a time-ordered self-energy, with displacements of both signs, this sum has no definite sign and the argument gives no such guarantee.

The formula also separates two broadening settings. Evaluating the finished $G$ at $\omega+i\eta$ gives every line the half-width $\eta$. Moving every self-energy pole to $\sigma_p-i\eta$ before diagonalization gives, to leading order in $\eta$, a half-width $\eta(1-|x|^2)$. This is about $0.016\eta$ for the highest removal pole and $0.98\eta$ for the strongest satellite. For a plotted spectrum with uniform resolution, broaden afterwards. A width inserted in $\Sigma_c$ is part of the input and should not be reported as a computed lifetime.

Positivity of the residues matters. Take $F=0$ and one pole at $-i\gamma$ with residue $-c<0$. Then $\lambda+c/(\lambda+i\gamma)=0$, or $\lambda^2+i\gamma\lambda+c=0$, and

$$\lambda=\frac i2\left(-\gamma\pm\sqrt{\gamma^2+4c}\right).$$

For $\gamma=0.1$ hartree and $c=0.04$ hartree², one root is $+0.156i$ hartree: a retarded function that grows in time. The inversion has solved the given equation correctly; the fitted input is unphysical. Check the eigenvalues of every fitted residue before diagonalizing.

Positive residues do not exclude a second difficulty. With $F=0$, a pole at $-i\gamma$ and coupling $g$, the eigenvalues are $-i\gamma/2\pm\delta$, where $\delta=\sqrt{g^2-\gamma^2/4}$. Their residues are

$$\frac{\lambda_\pm+i\gamma}{\pm2\delta}=\frac12\pm\frac{i\gamma}{4\delta}.$$

As $g\to\gamma/2$ they diverge with opposite signs, although their sum stays 1. At $g=\gamma/2$ the matrix is defective, and with $d=z+i\gamma/2$

$$G=\frac{z+i\gamma}{d^2}=\frac1d+\frac{i\gamma/2}{d^2}.$$

This is a double pole, which a list of simple poles cannot represent. Large, cancelling residues at nearly equal complex energies are the warning sign. Evaluate $G$ there by direct inversion, which remains regular away from the pole. A Hermitian $H$ cannot have this problem, since it always has a complete set of orthonormal eigenvectors.

## What the setting can and cannot improve

In the example, the pole form of $G$ differs from direct inversion by at most $6\times10^{-13}$ per hartree at the sampled frequencies. The error of GW itself is far larger. Full diagonalization of the same model Hamiltonian gives these reference values:

- The ionization energy is 0.3154 hartree (8.58 eV). Hartree–Fock is too high by 0.12 eV and GW by 0.10 eV.
- The electron affinity is $-0.0705$ hartree ($-1.92$ eV), so adding an electron costs energy. Hartree–Fock is too low by 0.19 eV and GW by 0.14 eV.
- Below the first removal line, full diagonalization has two strong lines, at $-0.437$ and $-0.503$ hartree with weights 0.64 and 0.35 per spin. GW has only one there, at $-0.455$ hartree with weight 0.967, so its satellites are not a reliable picture of this model's spectrum.

One-shot GW removes about a fifth of the Hartree–Fock error in the first case and a quarter in the second. A finer frequency treatment cannot remove the rest. That would require a different starting point, self-consistency or terms beyond GW, and the present numbers do not show which would help.

## Choosing the setting

With $N$ orbitals, $N_o$ occupied and $N_v$ empty, the first matrix has size $N+N\,N_oN_v$, and dense diagonalization costs the cube of that size. The choice follows from what is wanted:

- **Whole GW spectrum of a small system.** Use the sum over poles with full diagonalization. Satellites, weights and moments come together, with no grid spacing to converge.
- **A few quasiparticle energies.** Solve $\det[\omega-F-\Sigma_c(\omega)]=0$ by a root search near each one. In the example this reproduces the highest removal pole. An iterative eigensolver is another option: because $S$ is diagonal, applying $H$ to a vector costs only of order $N$ operations per auxiliary level. In the example the quasiparticles lie inside the spectrum of $H$, between the removal and addition satellites, so a search for the lowest or highest eigenvalues would not find them first. Start from the orbital of interest and follow the eigenvector that overlaps most with it.
- **Repeated cycles.** Plan for compression. The 20 poles of $G$ contain 10 removal and 10 addition poles, hence 100 pairs. Without merging, the next self-energy has $20\times100=2000$ poles and the next matrix has size 2004. At cubic cost, that step is about a million times more expensive than the first.

Once poles are merged or fitted, the inversion is still exact for the new $\Sigma$, but that $\Sigma$ is an approximation. Merge only poles on the same side of $\mu$, since merging across it can spoil the electron number and the quasiparticle energies: in the example, merging just the two poles nearest $\mu$ loses 0.11 electrons and moves the highest removal pole to $-0.328$ hartree. Merging on one side is much milder, but it also breaks the first-order cancellation derived above. Collapsing each side into a single pole, with summed residue and trace-weighted mean energy, gives a number error of $10^{-3}$ electrons that is linear in $\Sigma_c$. Keep the merged residues positive semidefinite and preserve their sum, which fixes the second moment of $G$. Then increase the number of retained poles until the energies and weights of interest stop changing. That number, rather than a grid spacing, is the convergence parameter of this setting. The numerical output below lists the removal poles, the lowest addition pole and the checks for the uncompressed case.

## Calculated quantities

```
hopping -0.10 hartree; first-site shift 0.20 hartree
spacing 2.50 bohr; softening length 2.50 bohr
v at separations 0,1,2,3 sites (hartree): [0.4     0.28284 0.17889 0.12649]
HF site occupations (electrons): [0.39632 1.49769 0.90745 1.19854]
HF orbital energies (hartree): [-0.46661 -0.31973  0.07747  0.17221]
midgap energy mu: -0.12113 hartree
bare transitions Omega, ordered as pairs (hartree): [0.54408 0.63881 0.3972  0.49194]
occupied-empty pairs (orbitals from 1): [(1, 3), (1, 4), (2, 3), (2, 4)]
screened excitations Z (hartree): [0.4616  0.51935 0.61556 0.67053]
self-energy poles: 16; size of H: 20
self-energy poles nearest mu: -0.78133 and 0.53908 hartree
removal poles of G: energy (hartree), weight (per spin)
    -1.13783   0.000764
    -1.08926   0.010203
    -0.99121   0.001733
    -0.98726   0.001711
    -0.93863   0.004132
    -0.93138   0.004809
    -0.84114   0.004976
    -0.79019   0.020471
    -0.45503   0.966766
    -0.31895   0.984449
lowest addition pole: 0.07571 hartree, weight 0.983912
electrons from removal poles: 4.000029
electrons from imaginary-axis integral: 4.000029
HF: ionization energy 0.31973 hartree = 8.700 eV
HF: electron affinity -0.07747 hartree = -2.108 eV
GW: ionization energy 0.31895 hartree = 8.679 eV
GW: electron affinity -0.07571 hartree = -2.060 eV
full diagonalization: ionization energy 0.31536 hartree = 8.581 eV
full diagonalization: electron affinity -0.07052 hartree = -1.919 eV
HOMO from root search: -0.31895 hartree
largest error of P against quadrature: 3.1e-15 1/hartree
largest error of W against inversion: 5.1e-15 hartree
largest error of Sigma against quadrature: 1.4e-17 hartree
largest error of G against inversion: 5.8e-13 1/hartree
complex poles, positive residues: relative error 4.4e-14
  highest imaginary part of a G pole: -0.06749 hartree
complex poles, arbitrary residues: relative error 2.4e-14
negative residue -0.04 hartree^2, pole at -0.10i hartree:
  highest imaginary part of a G pole: 0.15616 hartree
double pole: width 0.20, coupling 0.10, pole at -0.10i hartree
next full cycle, no merging: 100 pairs, 2000 self-energy poles, matrix size 2004
```
